# Damped Newton solution of the Poisson equation for a prescribed-ion sheath

## The decision

A sheath code that moves ions must solve for the potential each time the ion density changes. The implementer has to decide whether a converged potential can be accepted at once, or whether other starting guesses must be tried in case there is another solution. For Boltzmann electrons, a given ion density and fixed end potentials, one solve is enough: the discrete equations have one solution, and in exact arithmetic a Newton iteration with an energy test reaches it from any start. The proof also yields the linear solver, an error bound and the conditions under which these assurances lapse.

## Equations and scaling

Let $x$ run from the wall into the plasma, and let $T$ be the electron temperature in volts. With singly charged ions of density $n_i(x)$ and electrons of density $n_0e^{\phi/T}$, Poisson's equation is

$$-\phi''=\frac{e}{\varepsilon_0}\left(n_i-n_0e^{\phi/T}\right).$$

Set $u=\phi/T$, $n=n_i/n_0$ and measure length in $\lambda_D=\sqrt{\varepsilon_0T/(en_0)}$. The left side becomes $-(T/\lambda_D^2)u''=-(en_0/\varepsilon_0)u''$, so the prefactors cancel:

$$-u''=n-e^u .$$

Divide the length $L$ into $N+1$ cells of width $h$. With $u_0$ and $u_{N+1}$ fixed, the unknowns satisfy

$$F_j(u)=\frac{2u_j-u_{j-1}-u_{j+1}}{h^2}+e^{u_j}-n_j=0,\qquad j=1,\dots,N.$$

The $n_j$ are any finite numbers that do not depend on $u$. Differentiation gives the Jacobian

$$J(u)=A+\mathrm{diag}(e^{u_j}),$$

where $A$ has $2/h^2$ on its diagonal and $-1/h^2$ beside it.

## Elimination proves definiteness

Gaussian elimination on $h^2J$ produces the pivots

$$q_1=2+h^2e^{u_1},\qquad q_j=2+h^2e^{u_j}-\frac1{q_{j-1}}.$$

They obey $q_j\ge(j+1)/j$. This holds for $j=1$, and if it holds for $j-1$, then $1/q_{j-1}\le(j-1)/j$ and $q_j\ge2-(j-1)/j=(j+1)/j$.

With $v_{N+1}=0$, completing squares gives

$$v^T(h^2J)v=\sum_{j=1}^Nq_j\left(v_j-\frac{v_{j+1}}{q_j}\right)^2 .$$

Indeed, the coefficient of $v_j^2$ is $q_j+1/q_{j-1}$, the original diagonal entry, and each cross term is $-2v_jv_{j+1}$. All pivots are positive, so $J$ is positive definite for every $u$. They also exceed one, so elimination needs no row exchanges and its multipliers stay below one.

To solve $Jd=r$, sweep forward with $s_1=h^2r_1$, $s_j=h^2r_j+s_{j-1}/q_{j-1}$, then backward with $d_N=s_N/q_N$, $d_j=(s_j+d_{j+1})/q_j$. Every coefficient is positive. A nonnegative $r$ therefore gives a nonnegative $d$, which means that $J^{-1}$ has no negative entry.

## One solution: uniqueness and existence

Definiteness at each $u$ is not enough for existence. Suppose both ends are insulated, $u_0=u_1$ and $u_{N+1}=u_N$. The Jacobian is still definite, because its difference part is nonnegative and its exponential part positive. But summing the equations makes the differences telescope to zero and leaves $\sum e^{u_j}=\sum n_j$. With no ions there is no finite solution. A positive lower bound on $J$ that does not depend on $u$ is sufficient, and the fixed end potentials supply it.

The vectors $\sin(k\pi jh/L)$ vanish at both ends. Adding the two neighbours of a sine multiplies it by $2\cos(k\pi h/L)$, so they are eigenvectors of $A$ with eigenvalues

$$\frac{2-2\cos(k\pi h/L)}{h^2}=\frac4{h^2}\sin^2\frac{k\pi h}{2L},\qquad k=1,\dots,N.$$

The smallest has $k=1$. Since $e^{u_j}>0$,

$$v^TJ(u)v\ge m|v|^2,\qquad m=\frac4{h^2}\sin^2\frac{\pi h}{2L}.$$

For two vectors $u$ and $v$,

$$(u-v)\cdot[F(u)-F(v)]=(u-v)^TA(u-v)+\sum_j(u_j-v_j)(e^{u_j}-e^{v_j})\ge m|u-v|^2,$$

because the exponential increases and each term of the sum is nonnegative. If both are solutions, the left side is zero and $u=v$: this is uniqueness. If only $v=u^*$ is a solution, the Cauchy–Schwarz inequality gives a computable error bound,

$$|u-u^*|\le\frac{|F(u)|}{m}.$$

For existence, define

$$\Phi(u)=\sum_{j=0}^N\frac{(u_{j+1}-u_j)^2}{2h^2}+\sum_{j=1}^N(e^{u_j}-n_ju_j).$$

Each $u_j$ occurs in two squares, whose derivatives add to $(2u_j-u_{j-1}-u_{j+1})/h^2$; hence $\nabla\Phi=F$, and the second derivative is $J$. Taylor's theorem and the lower bound give

$$\Phi(v)\ge\Phi(0)+F(0)\cdot v+\tfrac12m|v|^2 .$$

The quadratic term wins at large $|v|$, so the continuous function $\Phi$ has a minimum, where $F=0$. $\Phi$ is a convex function whose minimum is the solution, not the electrostatic field energy.

## The damped iteration

The Newton direction solves $Jd=-F$. Put $\delta^2=d^TJd=-F\cdot d$. Starting from $t=1$, halve $t$ until

$$\Phi(u+td)-\Phi(u)\le c\,t\,F\cdot d,\qquad c=0.1.$$

Near convergence the left side is a tiny difference of large sums. It should be formed differently. The quadratic part of $\Phi$ changes by its gradient times $td$ plus $t^2d^TAd/2$; the electron part changes by $\sum e^{u_j}(e^{td_j}-1)$. Collecting the terms linear in $d$ into $F\cdot d$ gives the identity

$$\Delta\Phi=tF\cdot d+\frac{t^2}{2}d^TAd+\sum_je^{u_j}(e^{td_j}-1-td_j).$$

Here $d^TAd=\sum_{j=0}^N(d_{j+1}-d_j)^2/h^2$ with $d_0=d_{N+1}=0$. Use a library function for $e^z-1$ at small $z$. For large $td_j$, form the term as $e^{u_j+td_j}-e^{u_j}(1+td_j)$. Otherwise $e^{td_j}$ overflows once $td_j>709.8$, even where $u_j+td_j$ is moderate, and no step can exceed that size; a start at $u=-10^5$ would then need more than 140 iterations.

```
u = linear interpolation between the end potentials
repeat up to a fixed limit:
    F = residual(u)
    d = tridiagonal_solve(J(u), -F)
    t = 1
    if max|d| >= tolerance:
        while DeltaPhi(t) is not finite
              or DeltaPhi(t) > 0.1*t*(F.d):
            t = t/2
    u = u + t*d
    if max|d| < tolerance: return u, |F(u)|/m
report failure
```

An iteration costs $O(N)$ operations for the elimination and $O(N)$ for each trial $t$. Storage is a few vectors of length $N$.

**Convergence from any start, in exact arithmetic.** The set where $\Phi$ does not exceed its starting value is closed, bounded and convex. On it $|d|\le|F|/m$ is bounded, so all trial points lie in a larger bounded convex set, on which $v^TJv\le M|v|^2$ for some $M$. Since $|d|^2\le\delta^2/m$,

$$\Phi(u+td)\le\Phi(u)-t\delta^2+\frac{t^2M}{2}|d|^2\le\Phi(u)-t\delta^2\left(1-\frac{tM}{2m}\right).$$

The test is met once $t\le2(1-c)m/M$, so halving stops at some $t\ge t_{\min}=\min[1,(1-c)m/M]$. Each iteration lowers $\Phi$ by at least $ct_{\min}\delta^2$. As $\Phi$ is bounded below, $\delta\to0$. Then $|F|^2=|Jd|^2\le M\delta^2\to0$, and the error bound gives $u\to u^*$.

For small $d$, the change at $t=1$ is $-\delta^2/2$ plus terms of third order in $d$. The test asks for $-0.1\,\delta^2$, so full steps are eventually accepted. In double precision the start must also keep the sums in the test finite, not just each exponential; the linear start does so in the example below.

## What a full step does

Write $\varepsilon=u-u^*$, and $\varepsilon^+$ for the error after a step with $t=1$. Since $F(u^*)=0$, we have $F(u)=A\varepsilon+e^u-e^{u^*}$, with exponentials taken by component. Therefore

$$J\varepsilon^+=J\varepsilon-F(u)=e^u\varepsilon-e^u+e^{u^*}=e^u\,g(\varepsilon),\qquad g(z)=z-1+e^{-z}.$$

Because $g\ge0$ and $J^{-1}$ has no negative entry, $\varepsilon^+\ge0$: one full step lands on or above the solution everywhere. There

$$F(u+d)=F(u)+Jd+e^u(e^d-1-d)=e^u(e^d-1-d)\ge0,$$

so the next direction is nowhere positive, and further full steps descend.

Now let $\varepsilon\ge0$ with largest component $E$. For $z\ge0$, $g$ increases. Every row sum of $A$ is nonnegative, so $J$ acting on the constant vector $g(E)$ gives at least $e^{u_j}g(E)\ge e^{u_j}g(\varepsilon_j)$. Applying $J^{-1}$ yields

$$0\le\varepsilon_j^+\le E-1+e^{-E}\le\tfrac12E^2 .$$

The last step holds because $g'(z)=1-e^{-z}\le z$. The constant $\tfrac12$ does not depend on the mesh.

Undamped Newton thus also converges in exact arithmetic: after the first step the next largest error is at most $g(E)$, and $g(E)<E$ for $E>0$, so the largest error falls at every iteration. By continuity its limit satisfies $E\le g(E)$, which only $E=0$ does. Damping guards against overflow, and it can save iterations by shortening a step that would overshoot; where full steps are accepted from the start, it saves none. At a node where $e^{u_j}$ dominates both $F_j$ and row $j$ of $J$, the step is $d_j\approx-1$. A large overshoot is then removed at about one unit of $u$ per iteration. The same rate applies to a start that is itself far too high, with or without damping, because the energy test accepts these steps in full; the iteration limit must allow for it.

## Example: a wall stepped to −100 V

Take argon with $n_0=10^{10}\ \mathrm{cm^{-3}}$ and $T=3$ V (3 eV), and step the wall to $-100$ V relative to the plasma. Suppose that the electrons have withdrawn and reached equilibrium while the ions have hardly moved; the ion density may then be prescribed. In the simplest case it is uniform, $n=1$; this is the ion-matrix sheath. Then $\lambda_D=0.1288$ mm and $u_0=-100/3=-33.33$. The domain is $L=30$ with $u=0$ at the far end, and $h=0.05$ gives 599 unknowns.

**Iteration.** The bound is $m=0.01097$, close to $(\pi/30)^2$. The smallest eigenvalue of $J$ at the solution is 0.148; $m$ is a safe bound, not an estimate of it. From the linear start the damped iteration takes 9 steps, the first three with $t=1/8,1/4,1/2$. The full steps then have largest components 3.02, 0.271, 0.0190, $9.1\times10^{-5}$, $2.3\times10^{-9}$ and $2.7\times10^{-15}$: quadratic convergence until the last step, which is set by rounding. The final error bound is $|F|/m=6.9\times10^{-10}$. It is far larger than the last step because rounding in $u/h^2$ limits the residual: one rounding of $33.3/0.05^2$ is of order $10^{-12}$, and division by $m$ magnifies it.

Without damping, the same start needs 95 iterations. The first step throws $u$ up to 88.9, and the largest error after the first three steps is 88.906, 87.906 and 86.906, the predicted unit descent.

A longer domain shows the overflow. For $L=100$, $h=0.1$ and a flat start at $u=-33.33$, electrons are negligible in the first linear solve, which gives

$$w(x)=\frac{x(L-x)}2+u_0\left(1-\frac xL\right),\qquad w_{\max}=\frac{L^2}8+\frac{u_0}2+\frac{u_0^2}{2L^2}.$$

The maximum is $1250-16.7+0.1=1233.4$, as computed. Double precision overflows in $e^u$ above $u=709.8$, so the undamped code fails at its next residual. The damped iteration converges in 16 steps.

Uniqueness was tested with six random starts, components between $-60$ and 5, on $L=30$ with $h=0.1$. The solutions agreed within $1.8\times10^{-15}$ in $u$.

**Wall field.** Taylor expansion at the wall, with $u''_0=e^{u_0}-n_0^{w}$ and $n_0^{w}$ the scaled ion density there, gives the second-order formula

$$u'_0\simeq\frac{u_1-u_0}{h}+\frac h2\left(n_0^{w}-e^{u_0}\right).$$

For $n=1$ on a half-line there is an independent value. Multiplying $u''=e^u-1$ by $u'$ and integrating from the plasma, where $u=u'=0$, gives

$$\tfrac12u'^2=e^u-1-u.$$

At the wall $e^{u_0}$ is negligible and $u'_0=\sqrt{2(100/3-1)}=8.04156$. The mesh gives 8.04157, with error $1.30\times10^{-5}$; at $h=0.1$ and 0.2 the errors are $5.18\times10^{-5}$ and $2.07\times10^{-4}$, a factor of 4.00 per halving.

The size follows too. To leading order the mesh solution obeys $u''+h^2u''''/12=e^u-1$. Multiplying by $u'$ and integrating adds $(h^2/12)(u'u'''-u''^2/2)$ to the left side. At this wall $u''\simeq-1$ and $u'''=e^uu'\simeq0$, so $u'^2/2$ rises by $h^2/24$ and $u'$ by $h^2/(24u'_0)=1.3\times10^{-5}$. Extending the domain from 30 to 100 at fixed $h=0.1$ produced no change in the computed slope.

In physical units the field magnitude is $(3\ \mathrm V/0.1288\ \mathrm{mm})\times8.04=187$ V/mm, directed towards the wall.

**Width and limits.** If electrons are dropped inside a sharp edge at $s$, then $u=-(s-x)^2/2$ and $s=\sqrt{2|u_0|}=8.16$, or 1.05 mm. With electrons retained, the point where their density is half the ion density lies at

$$x_{1/2}=\int_{u_0}^{-\ln2}\frac{du}{\sqrt{2(e^u-1-u)}}=7.881,$$

or 1.01 mm; the mesh agrees to $2\times10^{-4}$. In the opposite limit, $|u_0|\ll1$, the equation becomes $u''=u$, so $u=u_0e^{-x}$ and the wall slope is $|u_0|$: ordinary Debye screening.

## Beside a real etching plasma

The chosen density and temperature are roughly typical of capacitively coupled argon discharges; inductively coupled ones are often ten or more times denser. One assumption that matters here is the uniform ion density, because a sheath existed before the step. Let $M$ now denote the ion mass. For cold ions that cross that sheath without collisions, entering at the Bohm speed $\sqrt{eT/M}$, energy conservation gives a speed larger by the factor $\sqrt{1-2u}$, and constant flux gives $n=(1-2u)^{-1/2}$. Equating ion and electron wall fluxes gives a floating potential of $-\tfrac12T\ln[M/(2\pi m_e)]=-14.0$ V, so the ion density at the wall is $0.311\,n_0$. In this profile $n_0$ is the density at the sheath edge, which is lower than in the bulk of the discharge, and potentials are measured from that edge. The profile requires an ion mean free path longer than the sheath. For a cross-section near $10^{-18}\ \mathrm{m^2}$ in argon at 300 K the path is about 3 mm at 10 mTorr, 1 mm at 30 mTorr and 0.3 mm at 100 mTorr, so the profile holds only at roughly 10 mTorr or below. It also describes an unbiased floating wall, not the radio-frequency sheath at a driven electrode. With this profile held fixed and the wall again at $-100$ V, the field falls to 137 V/mm, a change of $-27\%$ from the uniform case, and the half-density edge moves out by 16% to 1.18 mm. A collocation solver differs from the mesh potential by at most $7.9\times10^{-5}$ in $u$.

The time window matters as well. The inverse electron plasma frequency is 0.18 ns, and an electron of speed $\sqrt{eT/m_e}$ crosses the sheath in 1.4 ns. The inverse ion plasma frequency is $1/\omega_i=48$ ns. After 5 ns, ions initially at rest at the wall position would have moved 5.7 µm in the initial field. In the electron-free region the field is linear in $s-x$, so the ions stretch apart by the factor $1+\omega_i^2t^2/2$, a density loss of 0.55%. These figures are for the uniform case. Ions already streaming through a floating sheath travel further, about 43 µm in 5 ns at their wall speed, but a steady flow leaves the density profile unchanged; only the change of field alters it. Electron equilibrium is the weaker assumption. An abrupt step can leave the electrons oscillating, and the wall field oscillates with them. A cold-electron estimate gives the frequency. In scaled units, moving the electron edge from $s$ to $s+\delta$ raises the sheath voltage by about $s\delta$. With both end potentials fixed, a uniform slope $-s\delta/L$ must compensate, and it pulls the electrons back. For small displacements of a sharp edge, the frequency is therefore about $\sqrt{s/L}$ times the electron plasma frequency, roughly half of it for $L=30$. It depends on the chosen distance $L$ to the fixed far potential, so it is not a property of the sheath alone. This estimate contains no damping, so it does not say how long the oscillation lasts. The fields given here are therefore equilibrium values, not predictions for a given instant; the oscillation can be large. In the same cold model an edge at $\sigma$ obeys $\ddot\sigma=(s^2-\sigma^2)/(2L)$, with time in units of the inverse electron plasma frequency. Released at rest from the wall, it turns back at $\sigma=\sqrt3\,s=14.1$, where the wall slope $\sigma+(s^2-\sigma^2)/(2L)$ is 11.9, some 46% above the static sharp-edge value 8.16. The size for warm electrons was not computed. The result does not describe a steady biased sheath, in which the ions have had time to respond.

## Failure modes

**Ion density depending on the local potential.** If $n_j=n(u_j)$ is put inside the Newton solve, the diagonal term becomes $e^{u}-n'(u)$. For the Bohm profile $n'=(1-2u)^{-3/2}$. At the floating potential, $u=-4.68$, the term is $0.009-0.030<0$, and the proof no longer applies as it stands. Updating the ions in an outer loop keeps each inner solve safe, but proves nothing about the loop.

**Wrong sign.** Coding the electron term with the opposite sign can destroy uniqueness. For $-u''=e^u$ on a unit interval with zero end values, 99 interior nodes give two solutions, with maxima 0.14 and 4.09. The smallest Jacobian eigenvalues are 8.7 and $-28.9$. The first solution has a definite Jacobian and is still not the only one; the uniqueness proof uses definiteness at all $u$, not just at a solution.

**Coarse mesh.** The proof holds for every $h$. A unique, fully converged answer can therefore be badly resolved, and the mesh must be refined separately.

The numerical output below lists the main computed values.

## Calculated quantities

```
Plasma density n0: 1.00e+10 cm^-3
Electron temperature: 3.0 eV; wall bias: -100 V
Debye length: 0.1288 mm
Scaled wall potential: -33.3333
Domain: 30 Debye lengths = 3.863 mm
Mesh spacing: 0.05 Debye lengths; unknowns: 599
Uniform lower bound m: 0.010966
Smallest Jacobian eigenvalue at solution: 0.148117
Damped Newton iterations: 9
Iterations with t < 1: 3
  iteration 1: t = 0.12500, max|d| = 1.055e+02
  iteration 2: t = 0.25000, max|d| = 3.391e+01
  iteration 3: t = 0.50000, max|d| = 1.019e+01
  iteration 4: t = 1.00000, max|d| = 3.016e+00
  iteration 5: t = 1.00000, max|d| = 2.706e-01
  iteration 6: t = 1.00000, max|d| = 1.903e-02
  iteration 7: t = 1.00000, max|d| = 9.126e-05
  iteration 8: t = 1.00000, max|d| = 2.264e-09
  iteration 9: t = 1.00000, max|d| = 2.733e-15
Certified 2-norm error bound |F|/m: 6.9e-10
Undamped Newton iterations: 95
Peak u after first undamped step: 88.91
Undamped max error after steps 1, 2, 3: 88.906, 87.906, 86.906
Spread of solutions from 6 random starts: 1.8e-15
Long domain: 100 Debye lengths, h = 0.1
  peak u after a full first step: 1233.4
  overflow limit of exponent: 709.8
  damped iterations: 16
Scaled wall slope, first integral: 8.041559
  h = 0.20: slope 8.041766, error 2.07e-04
  h = 0.10: slope 8.041611, error 5.18e-05
  h = 0.05: slope 8.041572, error 1.30e-05
Error ratios on halving h: 4.000, 4.000
Slope shift, domain 30 to 100: 0.0e+00
Wall field magnitude: 187.36 V/mm
Electron-free matrix width: 1.0513 mm
Half-density edge, mesh: 7.8809 Debye lengths
Half-density edge, quadrature: 7.8807 Debye lengths
Half-density edge: 1.0147 mm
Reversed sign, lower: max u 0.1405, min eigenvalue 8.739
Reversed sign, upper: max u 4.0914, min eigenvalue -28.872
Floating potential before step: -14.04 V
Leftover ion density at wall: 0.3107 n0
Wall field with leftover profile: 137.39 V/mm
  change from uniform ions: -26.7 %
Edge with leftover profile: 1.1775 mm
  change from uniform ions: 16.0 %
Max difference from collocation, u: 7.9e-05
1/electron plasma frequency: 0.177 ns
1/ion plasma frequency: 47.83 ns
Electron transit time of sheath: 1.40 ns
Ion shift at wall after 5 ns: 5.66 um
Ion density thinning by then: 0.55 %
```
